**Polysilicon depletion: EOT penalty from three levels of electron model**

For a gate with donor density $N$ balancing $s$ electronic charges per area, full depletion gives the penalty $\Delta t=(\kappa_{\rm ox}/\kappa_{\rm Si})\,s/N$, where $\kappa_{\rm ox}$ and $\kappa_{\rm Si}$ are the relative permittivities of oxide and silicon. At $N=10^{20}\ \mathrm{cm^{-3}}$ and $s=10^{13}\ \mathrm{cm^{-2}}$ this is 0.333 nm, and the program asserts that it agrees with the numerically differentiated voltage of the oxide and gate. With Fermi–Dirac electrons, $N$ is replaced by $N-n_s$, where $n_s$ is the electron density at the gate surface, and the penalty is 0.345 nm. That formula is asserted against a finite-volume Poisson solution at two charges, to within 0.3%. A Schrödinger–Poisson calculation with a hard wall at the oxide gives 0.490 nm. For it, the program asserts stability against grid and slab length, a neutral interior, and agreement between the penalty and the centroid of the added charge. The program also asserts the 10.5% spread in depletion depth under a 30 nm square gate against random sampling. The tunnelling figures it prints are rough estimates.

## Check in Python

```python
# Result under test: a polysilicon gate with donor density N that balances an
# areal charge s (in electronic charges) adds to the equivalent oxide thickness
#     penalty = (kappa_ox / kappa_si) * s / N        (full depletion),
#     penalty = (kappa_ox / kappa_si) * s / (N - ns) (Fermi-Dirac electrons),
# where ns is the electron density at the oxide surface of the gate.
# Units inside: nm, eV, V, charge in units of e. U is the band-edge energy of
# gate electrons relative to the gate Fermi level; z is depth from the oxide.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gamma

KAPPA_OX, KAPPA_SI = 3.9, 11.7
EPS0 = const.epsilon_0 / const.e * 1e-9          # e / (V nm)
EPS_OX, EPS_SI = KAPPA_OX * EPS0, KAPPA_SI * EPS0
KB = const.k / const.e                           # eV / K
HB2 = const.hbar**2 / const.m_e / const.e * 1e18  # hbar^2/m0, eV nm^2
M_LONG, M_TRANS = 0.916, 0.19                    # silicon valley masses / m0
DONORS = 1e20 * 1e-21                            # nm^-3
CHARGE = 1e13 * 1e-14                            # nm^-2
T_OX = 1.5                                       # nm
TEMP = 300.0
KT = KB * TEMP
RATIO = KAPPA_OX / KAPPA_SI


def fermi(order, eta):
    """Normalized Fermi-Dirac integral, trapezoid rule in t = sqrt(x)."""
    t = np.linspace(0.0, 9.0, 181)
    weight = np.full(t.size, t[1])
    weight[0] *= 0.5
    eta = np.asarray(eta, dtype=float)
    occupation = expit(eta[..., None] - t**2)
    return 2 / gamma(order + 1) * (occupation @ (weight * t**(2*order + 1)))


for order in (0.5, 1.5):
    direct = quad(lambda x: x**order * expit(2.4 - x), 0, 60, limit=200)[0]
    assert abs(fermi(order, 2.4) * gamma(order + 1) / direct - 1) < 1e-6


def band_density(kt):
    mass = (M_LONG * M_TRANS**2)**(1/3)
    return 12 * (mass * kt / (2 * np.pi * HB2))**1.5


def bulk_eta(donors, kt):
    nc = band_density(kt)
    return brentq(lambda x: nc * float(fermi(0.5, x)) - donors, -10, 20)


def fermi_dirac_gate(s, donors=DONORS, temp=TEMP):
    """Drop, surface electron density and penalty from the first integral."""
    kt = KB * temp
    nc, eta = band_density(kt), bulk_eta(donors, kt)
    p_bulk = kt * nc * float(fermi(1.5, eta))

    def balance(drop):
        p_surface = kt * nc * float(fermi(1.5, eta - drop / kt))
        return donors * drop - p_bulk + p_surface - s**2 / (2 * EPS_SI)
    drop = brentq(balance, 1e-9, 3.0, xtol=1e-13)
    ns = nc * float(fermi(0.5, eta - drop / kt))
    return drop, ns, RATIO * s / (donors - ns)


# ---- full depletion: formula against the differentiated stack voltage ----
width = CHARGE / DONORS
penalty = RATIO * width
drop_depl = CHARGE**2 / (2 * EPS_SI * DONORS)


def poly_drop(s):
    """Potential drop by integrating the field of bare donors."""
    return quad(lambda z: (s - DONORS * z) / EPS_SI, 0, s / DONORS)[0]


def stack_voltage(s):
    return s * T_OX / EPS_OX + poly_drop(s)


ds = 1e-4
inverse_cap = (stack_voltage(CHARGE + ds) - stack_voltage(CHARGE - ds)) / (2*ds)
eot_total = EPS_OX * inverse_cap
assert abs(eot_total - T_OX - penalty) < 1e-6
assert abs(poly_drop(CHARGE) - drop_depl) < 1e-10
static_depl = EPS_OX * poly_drop(CHARGE) / CHARGE
assert abs(static_depl - penalty / 2) < 1e-9


# ---- finite-volume Poisson solver, electron density supplied by caller ----
def solve_poisson(s, h, u, density):
    for _ in range(200):
        n, dn = density(u)
        slope = np.concatenate(([-s / EPS_SI], np.diff(u) / h, [0.0]))
        residual = np.diff(slope) / h - (DONORS - n) / EPS_SI
        bands = np.full((3, u.size), 1 / h**2)
        bands[1] = -2 / h**2 + dn / EPS_SI
        bands[1, 0] += 1 / h**2
        bands[1, -1] += 1 / h**2
        step = solve_banded((1, 1), bands, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-10:
            return u
    raise RuntimeError("Poisson iteration did not converge")


NC, ETA = band_density(KT), bulk_eta(DONORS, KT)


def classical_density(u):
    return NC * fermi(0.5, -u / KT), -NC / KT * fermi(-0.5, -u / KT)


def surface_energy(u, s, h):
    return u[0] + s * h / (2 * EPS_SI)


def classical_penalty(s, h=0.02, length=12.0):
    start = np.full(round(length / h), -KT * ETA)
    delta = 0.01 * s
    ends = [surface_energy(solve_poisson(q, h, start, classical_density), q, h)
            for q in (s - delta, s + delta)]
    return EPS_OX * (ends[1] - ends[0]) / (2 * delta)


drop_fd, ns_fd, penalty_fd = fermi_dirac_gate(CHARGE)
LOW_CHARGE = 0.3 * CHARGE
penalty_low = fermi_dirac_gate(LOW_CHARGE)[2]
numeric_fd = classical_penalty(CHARGE)
numeric_low = classical_penalty(LOW_CHARGE)
assert abs(numeric_fd / penalty_fd - 1) < 3e-3    # grid error
assert abs(numeric_low / penalty_low - 1) < 3e-3
assert abs(penalty / penalty_fd - 1) < 0.10       # sharp edge is adequate here
assert penalty_low > 1.2 * RATIO * LOW_CHARGE / DONORS  # and fails here

debye = np.sqrt(EPS_SI * KT / DONORS)
u_boltz = brentq(lambda x: x - 1 + np.exp(-x) - width**2 / (2*debye**2), 1e-6, 50)
penalty_boltz = penalty / (1 - np.exp(-u_boltz))


# ---- quantum electrons with a hard wall at the oxide ----
def subband_density(u_old, h):
    """Density from subbands of u_old, with first-order response to u."""
    valleys = ((2, M_LONG, M_TRANS), (4, M_TRANS, np.sqrt(M_LONG * M_TRANS)))
    data = []
    for count, m_z, m_plane in valleys:
        hop = HB2 / (2 * m_z * h**2)
        diagonal = u_old + 2 * hop
        diagonal[[0, -1]] += hop                  # wave vanishes at cell face
        energy, wave = eigh_tridiagonal(diagonal, np.full(u_old.size - 1, -hop),
                                        select='i', select_range=(0, 39))
        data.append((energy, wave**2 / h, count * m_plane / (np.pi * HB2)))

    def density(u):
        n, dn = np.zeros(u.size), np.zeros(u.size)
        for energy, prob, dos in data:
            x = -(energy[None, :] + (u - u_old)[:, None]) / KT
            n += dos * KT * np.sum(prob * np.logaddexp(0, x), axis=1)
            dn -= dos * np.sum(prob * expit(x), axis=1)
        return n, dn
    return density


def quantum_gate(s, h, length):
    u = np.full(round(length / h), -KT * ETA)
    for _ in range(200):
        new = solve_poisson(s, h, u, subband_density(u, h))
        change = np.max(np.abs(new - u))
        u = new
        if change < 1e-8:
            return u, subband_density(u, h)(u)[0]
    raise RuntimeError("Schroedinger-Poisson iteration did not converge")


def quantum_penalty(h, length):
    delta = 0.02 * CHARGE
    u_lo, n_lo = quantum_gate(CHARGE - delta, h, length)
    u_hi, n_hi = quantum_gate(CHARGE + delta, h, length)
    rise = (surface_energy(u_hi, CHARGE + delta, h)
            - surface_energy(u_lo, CHARGE - delta, h))
    z = (np.arange(u_lo.size) + 0.5) * h
    centroid = np.sum(z * (n_lo - n_hi)) * h / (2 * delta)
    return EPS_OX * rise / (2 * delta), centroid


penalty_q, centroid_q = quantum_penalty(0.05, 16.0)
coarse_q = quantum_penalty(0.1, 16.0)[0]
short_q = quantum_penalty(0.05, 12.0)[0]
assert abs(coarse_q / penalty_q - 1) < 0.02       # grid
assert abs(short_q / penalty_q - 1) < 0.02        # slab length
assert abs(RATIO * centroid_q / penalty_q - 1) < 0.01
u_q, n_q = quantum_gate(CHARGE, 0.05, 16.0)
u_zero, _ = quantum_gate(0.0, 0.05, 16.0)
middle = u_q.size // 2
assert abs(n_q[middle] / DONORS - 1) < 0.01       # neutral interior
assert abs(u_q[middle] + KT * ETA) < 3e-3         # bulk Fermi level recovered
drop_q = surface_energy(u_q, CHARGE, 0.05) - surface_energy(u_zero, 0.0, 0.05)

# ---- random donor number under a small square gate ----
SIDE = 30.0
needed = round(CHARGE * SIDE**2)
spread = 1 / np.sqrt(needed)
rng = np.random.default_rng(7)
box = 3 * width
depths = []
for _ in range(4000):
    sample = rng.uniform(0, box, rng.poisson(DONORS * SIDE**2 * box))
    depths.append(np.partition(sample, needed - 1)[needed - 1])
spread_sampled = np.std(depths) / np.mean(depths)
assert abs(spread_sampled / spread - 1) < 0.06    # sampling error about 1 %

# ---- oxide field and rough direct tunnelling from the channel ----
field_ox = CHARGE / EPS_OX                        # V/nm
BARRIER, LEVEL, M_OX, SPEED = 3.1, 0.2, 0.5, 1e7  # eV, eV, m0, cm/s
action = quad(lambda z: np.sqrt(2 * M_OX * (BARRIER - LEVEL - field_ox * z)
                                / HB2), 0, T_OX)[0]
transmission = np.exp(-2 * action)
attempt = LEVEL * const.e / const.h
current = const.e * CHARGE * 1e14 * attempt * transmission
transit = current / (const.e * SPEED)
assert transit < 1e-3 * DONORS * 1e21

penalty_hot = fermi_dirac_gate(CHARGE, temp=400.0)[2]
penalty_half = fermi_dirac_gate(CHARGE, donors=DONORS / 2)[2]

print(f"donor density: {DONORS*1e21:.2e} cm^-3")
print(f"balanced charge: {CHARGE*1e14:.2e} e/cm^2")
print(f"relative permittivities oxide, silicon: {KAPPA_OX}, {KAPPA_SI}")
print(f"oxide thickness: {T_OX:.2f} nm")
print(f"depletion depth: {width:.3f} nm")
print(f"EOT penalty, full depletion: {penalty:.4f} nm")
print(f"total EOT from differentiated voltage: {eot_total:.4f} nm")
print(f"capacitance loss: {100*(1 - T_OX/eot_total):.1f} %")
print(f"gate drop, full depletion: {drop_depl:.4f} V")
print(f"static penalty, full depletion: {static_depl:.4f} nm")
print(f"thermal energy at 300 K: {KT:.5f} eV")
print(f"gate drop over thermal voltage: {drop_depl/KT:.2f}")
print(f"Debye length (Boltzmann): {debye:.3f} nm")
print(f"EOT penalty, Boltzmann: {penalty_boltz:.4f} nm")
print(f"band density of states Nc: {NC*1e21:.3e} cm^-3")
print(f"bulk Fermi level above band edge: {KT*ETA:.4f} eV")
print(f"gate drop, Fermi-Dirac: {drop_fd:.4f} V")
print(f"surface electron density / donors: {ns_fd/DONORS:.4f}")
print(f"EOT penalty, Fermi-Dirac formula: {penalty_fd:.4f} nm")
print(f"EOT penalty, Poisson solver: {numeric_fd:.4f} nm")
print(f"static penalty, Fermi-Dirac: {EPS_OX*drop_fd/CHARGE:.4f} nm")
print(f"low test charge: {LOW_CHARGE*1e14:.2e} e/cm^2")
print(f"  full-depletion penalty there: {RATIO*LOW_CHARGE/DONORS:.4f} nm")
print(f"  Fermi-Dirac penalty there: {penalty_low:.4f} nm")
print(f"  Poisson-solver penalty there: {numeric_low:.4f} nm")
print(f"EOT penalty at 400 K, Fermi-Dirac: {penalty_hot:.4f} nm")
print(f"EOT penalty, half the donors active: {penalty_half:.4f} nm")
print(f"EOT penalty, quantum electrons: {penalty_q:.4f} nm")
print(f"  same, coarse grid: {coarse_q:.4f} nm")
print(f"  same, shorter slab: {short_q:.4f} nm")
print(f"centroid of added charge, quantum: {centroid_q:.3f} nm")
print(f"gate drop since zero charge, quantum: {drop_q:.4f} V")
print(f"mean donor spacing: {DONORS**(-1/3):.2f} nm")
print(f"gate side: {SIDE:.0f} nm; donors uncovered: {needed}")
print(f"relative depth spread, formula: {100*spread:.1f} %")
print(f"relative depth spread, sampled: {100*spread_sampled:.1f} %")
print(f"oxide field: {10*field_ox:.2f} MV/cm")
print(f"tunnel barrier, level: {BARRIER}, {LEVEL} eV; mass {M_OX} m0")
print(f"tunnelling probability (rough): {transmission:.1e}")
print(f"tunnelling current (rough): {current:.1e} A/cm^2")
print(f"assumed transit speed: {SPEED:.0e} cm/s")
print(f"electron density in transit (rough): {transit:.1e} cm^-3")
print("checks complete")
```

Output:

```
donor density: 1.00e+20 cm^-3
balanced charge: 1.00e+13 e/cm^2
relative permittivities oxide, silicon: 3.9, 11.7
oxide thickness: 1.50 nm
depletion depth: 1.000 nm
EOT penalty, full depletion: 0.3333 nm
total EOT from differentiated voltage: 1.8333 nm
capacitance loss: 18.2 %
gate drop, full depletion: 0.0773 V
static penalty, full depletion: 0.1667 nm
thermal energy at 300 K: 0.02585 eV
gate drop over thermal voltage: 2.99
Debye length (Boltzmann): 0.409 nm
EOT penalty, Boltzmann: 0.3397 nm
band density of states Nc: 2.738e+19 cm^-3
bulk Fermi level above band edge: 0.0653 eV
gate drop, Fermi-Dirac: 0.1180 V
surface electron density / donors: 0.0342
EOT penalty, Fermi-Dirac formula: 0.3451 nm
EOT penalty, Poisson solver: 0.3451 nm
static penalty, Fermi-Dirac: 0.2542 nm
low test charge: 3.00e+12 e/cm^2
  full-depletion penalty there: 0.1000 nm
  Fermi-Dirac penalty there: 0.2226 nm
  Poisson-solver penalty there: 0.2226 nm
EOT penalty at 400 K, Fermi-Dirac: 0.3544 nm
EOT penalty, half the donors active: 0.6675 nm
EOT penalty, quantum electrons: 0.4902 nm
  same, coarse grid: 0.4901 nm
  same, shorter slab: 0.4902 nm
centroid of added charge, quantum: 1.470 nm
gate drop since zero charge, quantum: 0.1986 V
mean donor spacing: 2.15 nm
gate side: 30 nm; donors uncovered: 90
relative depth spread, formula: 10.5 %
relative depth spread, sampled: 10.5 %
oxide field: 4.64 MV/cm
tunnel barrier, level: 3.1, 0.2 eV; mass 0.5 m0
tunnelling probability (rough): 2.9e-08
tunnelling current (rough): 2.3e+00 A/cm^2
assumed transit speed: 1e+07 cm/s
electron density in transit (rough): 1.4e+12 cm^-3
checks complete
```
